# Why a 100 L/s pump can deliver only 20 L/s

**Question**

I am estimating purge times for a small atomic layer deposition reactor: aluminium oxide from trimethylaluminium and water, with nitrogen as carrier gas. The chamber holds 10 L and the pump is rated at 100 L/s, so I took the residence time to be 10/100 = 0.1 s.

A colleague points out that the pipe between chamber and pump has a conductance of 25 L/s. According to her the chamber is pumped at 20 L/s and my residence time is too short by a factor of five. I could accept 25 L/s, since the pipe is the bottleneck, but how can the result be smaller than both numbers? If the pump removes 100 L every second and the chamber loses only 20 L, where do the other 80 L come from? And can I treat 20 L/s as a fixed property of my reactor?

**Answer**

Your colleague is right, provided that 25 L/s is the conductance under your running conditions. The missing 80 L come from expansion: the gas reaches the pump at one fifth of the chamber pressure, so it fills five times the volume.

**What the two ratings mean**

Litres per second do not count molecules until a pressure and a temperature are given. The useful quantity is the throughput \(Q\), the pressure times the volume of gas passing per unit time. For an ideal gas at temperature \(T\), a molar flow \(\dot n\) occupies a volume \(\dot n RT/p\) per unit time, so

\[
Q=p\,\frac{\dot n RT}{p}=\dot n RT .
\]

I first take chamber, pipe and pump inlet to be at one temperature. In steady flow, without leaks or side inlets, \(\dot n\) is the same at every section, and therefore so is \(Q\).

Let \(p_1\) be the chamber pressure and \(p_2\) the pressure at the pump inlet. The pump speed \(S_p\), the pipe conductance \(C\) and the speed \(S\) available at the chamber are defined by

\[
Q=S_p\,p_2,\qquad Q=C\,(p_1-p_2),\qquad Q=S\,p_1 .
\]

A speed refers to one pressure, a conductance to a pressure difference. Solve the first two relations for the pressures and add them, so that \(p_2\) cancels:

\[
p_1=(p_1-p_2)+p_2=\frac{Q}{C}+\frac{Q}{S_p}.
\]

Division by \(Q\), with \(p_1/Q=1/S\), gives

\[
\frac1S=\frac1C+\frac1{S_p},\qquad S=\frac{C S_p}{C+S_p}.
\]

For your numbers,

\[
S=\frac{25\times100}{25+100}\ \text{L/s}=20\ \text{L/s}.
\]

Since \(1/S\) is the sum of two positive terms, \(S\) is smaller than both \(C\) and \(S_p\). The pipe would give the chamber 25 L/s if \(p_2\) were zero. But the pump needs a nonzero inlet pressure to remove a nonzero throughput, and this reduces the pressure difference that drives the pipe flow. Equating \(S_p p_2\) and \(S p_1\) gives

\[
\frac{p_2}{p_1}=\frac{S}{S_p}=\frac{20}{100}=\frac15 .
\]

Thus 20 L leaving the chamber each second become 100 L at the pump.

The limits show when the pipe matters. If \(C\gg S_p\), then \(S\to S_p\); if \(C\ll S_p\), then \(S\to C\), and a larger pump hardly helps. If the two are equal, half the pump speed is left. To keep at least 90% of it you need \(C/(C+S_p)\ge0.9\), hence \(C\ge9S_p\), which is 900 L/s for this pump.

**From pumping speed to residence time**

Now let clean carrier gas flow steadily through a well-mixed chamber of volume \(V\) that initially contains a little precursor. The precursor is dilute enough to leave the total pressure and flow unchanged, and for now it does not stick to the walls.

The chamber contains \(n_{\rm tot}=p_1V/(RT)\) moles of gas, of which \(n\) are precursor. Good mixing means that the outgoing gas has the chamber's composition, so a fraction \(n/n_{\rm tot}\) of the molar outflow \(Q/(RT)\) is precursor:

\[
\frac{dn}{dt}=-\frac{Q}{RT}\,\frac{n}{p_1V/(RT)}
=-\frac{Q}{p_1V}\,n=-\frac{S}{V}\,n .
\]

The solution is

\[
n(t)=n_0e^{-t/\tau},\qquad \tau=\frac VS .
\]

The fraction still present at time \(t\) is \(e^{-t/\tau}\). Its integral over time is the mean time spent in the chamber, \(\int_0^\infty e^{-t/\tau}dt=\tau\), so \(\tau\) is indeed the residence time. Compared with your estimate from the pump alone,

\[
\frac{\tau}{V/S_p}=\frac{S_p}{S}=\frac{C+S_p}{C}=1+\frac{S_p}{C}=1+\frac{100}{25}=5 .
\]

The volume cancels from this ratio. For your 10 L chamber, \(\tau=10/20=0.50\) s instead of 0.10 s.

A purge takes several residence times. To reduce the precursor to a fraction \(f\), set \(e^{-t/\tau}=f\), which gives \(t=\tau\ln(1/f)\). For \(f=10^{-4}\) the logarithm is 9.21, so the purge takes 4.61 s. The pump rating alone would have suggested 0.92 s.

**When does a pipe have 25 L/s?**

At a few tenths of a Torr, the conductance of a pipe depends on pressure, so your last question needs a flow law. Take a pipe of radius \(a=2\) cm and length \(L=2\) m, with everything at 423 K. I use a rough nitrogen viscosity \(\eta=2.3\times10^{-5}\) Pa s.

Consider a cylinder of gas of radius \(r\) inside the pipe. If inertia is negligible, the pressure force on it balances the viscous drag on its side. With \(G=-dp/dx>0\), this gives, per unit length,

\[
\pi r^2G=-2\pi r\,\eta\,\frac{du}{dr}
\quad\Rightarrow\quad
\frac{du}{dr}=-\frac{Gr}{2\eta}.
\]

The gas slips slightly at the wall. For molecules reflected diffusely, Maxwell's approximate first-order slip condition is \(u(a)=-\lambda\,(du/dr)_a=\lambda Ga/(2\eta)\), where \(\lambda\) is the mean free path. More exact kinetic theory makes the slip about 15% larger, which would lower the operating pressures found below by about 2%. Integrating inward from the wall,

\[
u(r)=\frac{G}{4\eta}(a^2-r^2)+\frac{\lambda Ga}{2\eta}.
\]

The volume flow is the integral of \(2\pi r\,u\) from 0 to \(a\):

\[
\frac{\pi Ga^4}{8\eta}+\frac{\pi\lambda Ga^3}{2\eta}
=\frac{\pi a^4G}{8\eta}\left(1+\frac{4\lambda}{a}\right).
\]

Multiplication by the local pressure gives the throughput. In the viscosity-based definition used here, \(\lambda p=\eta\sqrt{\pi RT/(2M)}\), with \(M=0.028\) kg/mol for nitrogen. This product does not depend on pressure, so \(s=4\lambda p/a\) is a constant, and

\[
Q=-\frac{\pi a^4}{8\eta}(p+s)\frac{dp}{dx}.
\]

Integrate along the pipe, from \(p_1\) to \(p_2\), with \(Q\) constant:

\[
QL=\frac{\pi a^4}{8\eta}\left[\frac{p_1^2-p_2^2}{2}+s(p_1-p_2)\right].
\]

Because \(p_1^2-p_2^2=(p_1-p_2)(p_1+p_2)\), division by \(L(p_1-p_2)\) yields

\[
C=k(\bar p+s),\qquad k=\frac{\pi a^4}{8\eta L},\qquad \bar p=\frac{p_1+p_2}{2}.
\]

Here \(k\) is about 182 L/s per Torr and \(s=0.0153\) Torr. A conductance of 25 L/s therefore requires \(\bar p=25/182-0.0153=0.122\) Torr. Since \(p_2=p_1/5\), the mean is \(\bar p=0.6p_1\), and

\[
p_1=0.203\ \text{Torr},\qquad p_2=0.041\ \text{Torr}.
\]

The throughput is \(20\times0.203=4.07\) Torr L/s, using the unrounded pressure. Converted to standard cubic centimetres per minute (0 °C and 1 atm), this is a carrier flow of 207 sccm.

**What happens if you change the flow or the pump?**

The 20 L/s is not a fixed property of the reactor. To find \(S\) at another carrier flow, insert \(p_2=Q/S_p\) in the integrated law and collect the terms in \(p_1\):

\[
\frac{p_1^2}{2}+s p_1=\frac{p_2^2}{2}+s p_2+\frac Qk .
\]

Adding \(s^2/2\) to both sides and multiplying by 2 makes each pressure part a square, so

\[
p_1=-s+\sqrt{(p_2+s)^2+\frac{2Q}{k}},\qquad S=\frac{Q}{p_1}.
\]

With pipe, temperature and pump speed held fixed, half the carrier flow gives \(S=14.7\) L/s, and twice the flow gives 27.2 L/s. The residence times are then about 0.68 s and 0.37 s, or 6.8 and 3.7 times the pump-alone value. More flow raises the mean pressure and with it the conductance.

The same effect weakens a pump upgrade. If \(C\) stayed at 25 L/s, a 200 L/s pump would give \(25\times200/225=22.2\) L/s. In the actual pipe at the same carrier flow, the lower outlet pressure also lowers \(C\), and the result is 20.4 L/s. Doubling the pump thus gains about 2%.

Doubling the conductance to 50 L/s with the original pump would give \(50\times100/150=33.3\) L/s. That requires a pipe with 50 L/s at the new, lower chamber pressure; doubling \(k\) at the same carrier flow is not enough.

**Pumping down without carrier gas**

If the carrier is shut off, the total pressure falls instead of the precursor fraction. For a constant conductance and negligible gas storage in the pipe, \(V\,dp_1/dt=-Sp_1\), so the time constant is again \(V/S\).

The example pipe holds 2.51 L. Its gas is at pressures between \(p_1\) and \(p_2\), so two extreme placements of this volume bracket its effect. At the chamber end it simply adds to \(V\), and the time constant becomes \((10+2.51)/20=0.626\) s. For the other extreme, place all of it at the pump inlet as a volume \(V_2\):

\[
V\frac{dp_1}{dt}=-C(p_1-p_2),\qquad
V_2\frac{dp_2}{dt}=C(p_1-p_2)-S_pp_2 .
\]

Let both pressures vary as \(e^{-gt}\). The equations become \((C-Vg)p_1=Cp_2\) and \((C+S_p-V_2g)p_2=Cp_1\). Multiplying them and cancelling \(p_1p_2\) gives

\[
VV_2g^2-\left[V(C+S_p)+V_2C\right]g+CS_p=0 .
\]

The smaller root gives a slow time constant \(1/g=0.505\) s. At constant \(C\), gas stored in the pipe therefore lengthens the time constant by between 1% and 25%. The assumption of constant \(C\) is a further error: in the example pipe \(C\) falls as the pressure drops, so the pump-down slows and is not a single exponential. At sufficiently low pressure the slip formula itself fails and a molecular-flow conductance is needed.

**How close is this to a real reactor?**

A temperature of 423 K, a pressure of a few tenths of a Torr and a nitrogen flow of a few hundred sccm are reasonable rough conditions for this process. The pipe is long and narrow for a 100 L/s pump at this pressure, which is why the penalty is so large. The pump speed should be read from its curve at the inlet pressure, here 0.041 Torr. The main simplifications affect the numbers as follows.

- **Temperature.** Suppose the pipe and pump are at 300 K while the chamber stays at 423 K, with \(C\), \(S_p\) and a common pressure at the chamber outlet held fixed. The chamber then contains \(p_1V/(RT_{\rm ch})\) moles, but the outflow is \(p_1S/(RT_{\rm line})\). Their ratio is \(\tau=(V/S)(T_{\rm line}/T_{\rm ch})=0.355\) s, which is 29% shorter. The pump-alone time shrinks equally, to 0.071 s, so the factor of five remains under these assumptions. Cooling a real pipe also changes its conductance, and with it the factor.

- **Mixing.** I modelled a chamber 20 cm long with inlet and outlet at opposite ends, a uniform drift and a precursor diffusivity of 682 cm²/s. The latter is scaled from a rough 0.1 cm²/s at 300 K and 1 atm as \(T^{1.75}/p\). A finite-volume solution gives a mean residence time of 0.500 s but a final decay constant of 0.416 s, so the late purge is faster than in the mixed chamber. The value depends on the rough diffusivity: it is 0.35 s for a reference value of 0.05 cm²/s and 0.46 s for 0.25 cm²/s, which is closer to water. This model has no stagnant corners.

- **Walls.** If precursor on the walls exchanges rapidly with the gas and amounts to \(K\) times the gas-phase amount, both reservoirs must be emptied through the gas: \((1+K)\,dn/dt=-n/\tau\). The time constant becomes \((1+K)\tau\). As an illustration, \(10^{14}\) loosely held molecules per cm² on 0.3 m², with precursor making up 10% of the gas, give \(K=0.065\) and a time constant of 0.532 s. This takes \(K\) as constant, that is, coverage proportional to precursor pressure. If the sites are partly filled, \(K\) grows as the purge proceeds: for a Langmuir isotherm with \(4\times10^{14}\) sites per cm² it reaches 0.086, and the late time constant is 0.54 s. Water can desorb much more slowly than this fast-exchange model allows, and the walls may then set the purge time.

The flow model itself is adequate here. At the pipe outlet the gas moves at 80 m/s, a Mach number of 0.19, and its momentum flux is at most 1.7% of the pressure drop (1.26% from the mean speed, times a profile factor of 4/3 without slip and somewhat less with slip). The mean free path there is 0.047 pipe diameters, small enough for a first-order slip estimate. At half the carrier flow or with the doubled pump it is twice as large; a kinetic conductance with inertia included moves the speeds quoted for other flows by about 0.1 L/s and leaves the 2% gain from the larger pump essentially unchanged. Back-diffusion is also weak: the ratio of drift to diffusion along the pipe, \(v_1L/D\), is 467, with \(v_1=15.9\) m/s at the pipe inlet and \(D\) the diffusivity there.

For your purge recipe, use a residence time of 0.50 s rather than 0.10 s, provided that the pipe has 25 L/s at your carrier flow. The purge itself takes several residence times. You can check the value on the reactor: measure the chamber pressure at a known steady flow, convert the flow to throughput at the temperature of the gas in the chamber, and use \(S=Q/p_1\). With this choice \(V/S\) is the residence time even if the pipe and pump are cooler. The measured \(S\) includes the pipe and the pump together.

Numbers in the example were calculated in double precision.
